# Temple and Weinstein lower bounds for helium, and their slow convergence, part 1

(Sections cited here and not found follow in the second part.)

## 1. The two bounds and what controls their errors

### The decision

A variational calculation of the helium ground state returns an upper bound \(E\). An implementer who also wants a guaranteed lower bound must decide whether to compute the variance of the energy, which lower bound to build from it, and how large a basis the required bracket will need. The basis that suffices for the upper bound is a poor guide. With 95 Hylleraas functions the upper bound computed below lies about \(3\times10^{-7}\) hartree above a larger reference calculation, while Temple's lower bound lies \(1.5\times10^{-4}\) hartree below it and Weinstein's \(8\times10^{-3}\) hartree below it. Both lower bounds are evaluated with the energy-optimized vector at one fixed exponent.

Two rules follow from the derivation. Of the two lower bounds treated here, Temple's is the one to use whenever a lower limit to the excited spectrum is available that lies above \(E\). The width of the bracket must not be taken as an estimate of the error of the upper bound, because it can exceed that error by a large and growing factor.

### Hamiltonian, sector and admissible functions

Hartree atomic units are used. The Hamiltonian is nonrelativistic, with a fixed point nucleus of charge \(Z=2\):

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1u ,\qquad u=|\mathbf r_1-\mathbf r_2| .
\]

It acts on singlet S functions that depend on \(r_1,r_2,u\) and are symmetric under exchange of the electrons. \(E_0\) is the lowest eigenvalue in this sector. Nuclear motion, relativity and radiative effects are left out, so every bound refers to this Hamiltonian and not to a measured energy.

For a normalized trial function \(\psi\) define

\[
E=\langle\psi|H|\psi\rangle,\qquad
\sigma^2=\|(H-E)\psi\|^2=\|H\psi\|^2-E^2 .
\]

The second form follows by expanding the square: \(\|H\psi\|^2-2E\langle H\rangle+E^2=\|H\psi\|^2-E^2\).

The function must lie in the domain of \(H\), which is a stronger demand than a finite energy. Its second derivatives must be square integrable. A term linear in \(r_1\) or \(u\) is allowed: the Laplacian of \(r\) is \(2/r\), and \(\int r^{-2}r^2\,dr\) converges at the origin. The Coulomb terms are square integrable for the same reason. A term such as \(|r_1-r_2|\), however, has a kink on the whole surface \(r_1=r_2\). Its second derivative contains a surface delta function, whose square is not integrable, although its energy is finite. Hylleraas functions avoid this by using even powers of \(r_1-r_2\).

### Weinstein's bound

The spectral theorem assigns to \(\psi\) a probability measure \(p(\lambda)\) on the spectrum of \(H\). For discrete levels \(p\) is the squared expansion coefficient; for the continuum it is a density. In terms of it,

\[
E=\int\lambda\,dp,\qquad \sigma^2=\int(\lambda-E)^2\,dp .
\]

Let \(d\) be the distance from \(E\) to the nearest point of the spectrum. Then \((\lambda-E)^2\ge d^2\) wherever \(p\) has weight, so \(\sigma^2\ge d^2\). Hence

\[
\text{some point of the spectrum lies in }[E-\sigma,\;E+\sigma].
\]

This does not yet say which point. Take two levels at \(-1\) and \(0\), with 90 per cent of the weight on the upper one. Then \(E=-0.1\), \(\sigma^2=0.9\times0.1=0.09\), \(\sigma=0.3\), and \(E-\sigma=-0.4\) lies above the ground level. The interval has found the excited state.

To obtain a ground-state bound, let \(\beta\) be a number known to lie at or below all of the spectrum except \(E_0\). If \(E+\sigma<\beta\), the interval can contain no spectral point other than \(E_0\), and therefore

\[
E_0\ge E-\sigma\qquad\text{if }\sigma<\beta-E. \tag{1}
\]

The condition is sufficient. When it fails, \(E-\sigma\) may still lie below \(E_0\), but (1) does not certify it.

### Temple's bound

Consider the product \((\lambda-E_0)(\lambda-\beta)\). It vanishes at \(\lambda=E_0\). On the rest of the spectrum \(\lambda\ge\beta\), and \(\lambda>E_0\), so neither factor is negative. Averaging over \(p\) gives

\[
0\le\int(\lambda-E_0)(\lambda-\beta)\,dp
=\|H\psi\|^2-(E_0+\beta)E+E_0\beta .
\]

Insert \(\|H\psi\|^2=\sigma^2+E^2\). The terms without \(\sigma^2\) factorize:

\[
E^2-(E_0+\beta)E+E_0\beta=(E-E_0)(E-\beta).
\]

Moving this product to the other side reverses the sign of its second factor:

\[
\sigma^2\ge(\beta-E)(E-E_0). \tag{2}
\]

If \(E<\beta\), division by the positive number \(\beta-E\) preserves the inequality, and

\[
E_0\ge E_T=E-\frac{\sigma^2}{\beta-E}. \tag{3}
\]

When (1) is certified, \(\sigma/(\beta-E)<1\), so \(\sigma^2/(\beta-E)<\sigma\) and Temple's bound is the higher, that is the tighter, of the two. Temple's bound also needs less: \(E<\beta\) suffices, whatever the size of \(\sigma\).

A mixture of two eigenstates shows how much (3) can achieve. Let the levels be \(E_0\) and \(E_1=E_0+\Delta\), with weight \(q<1\) on the upper one, and set \(\beta=E_1\). Then \(E-E_0=q\Delta\), \(\beta-E=(1-q)\Delta\) and \(\sigma^2=q(1-q)\Delta^2\). The correction in (3) is \(q\Delta\), which brings \(E_T\) to \(E_0\). If \(\beta\) is now raised above \(E_1\), the denominator grows, the correction shrinks, and \(E_T\) lies above \(E_0\). An overestimated \(\beta\) thus destroys the guarantee. A variational energy for the first excited state is itself an upper bound and cannot serve as a certified \(\beta\).

### A certified \(\beta\) without outside data

Let \(H_0=H-1/u\). Since \(1/u\ge0\), the expectation value of \(H\) is never below that of \(H_0\). The min-max principle defines the second level as

\[
\mu_2(H)=\sup_{\phi}\;\inf_{\psi\perp\phi,\ \|\psi\|=1}\langle\psi|H|\psi\rangle ,
\]

where \(\mu_2\) is the second eigenvalue, counted with multiplicity, or the bottom of the continuum if there is no second eigenvalue below it. Replacing \(H\) by \(H_0\) lowers, or leaves unchanged, every expectation value in this expression. It therefore cannot raise the infimum for any \(\phi\), nor the supremum, and \(\mu_2(H)\ge\mu_2(H_0)\).

The levels of \(H_0\) are sums of hydrogenic energies \(-Z^2/(2n^2)\). The lowest symmetric S state is 1s1s at \(-Z^2=-4\). The next is the symmetric 1s2s combination, so

\[
\beta=-\frac{Z^2}{2}\left(1+\frac14\right)=-2.5\ \text{hartree}. \tag{4}
\]

The continuum of \(H_0\) starts higher, at \(-Z^2/2=-2\). Once a trial function gives \(E<-2.5\), the lowest level is isolated and nondegenerate in this sector, and the remaining spectrum lies at or above \(\beta\), as (1) and (3) require.

The price of certainty is a smaller denominator. The second variational root of the reference calculation is \(-2.1428\) hartree. Used as \(\beta\), it would raise \(\beta-E\) from about \(0.404\) to \(0.761\) hartree and shrink the Temple correction by a factor of about \(1.9\). This root is not converged, because the basis lacks diffuse functions: 95 Hylleraas functions with the smaller exponent 1.1 bohr\(^{-1}\) give \(-2.1459\) hartree, 0.003 hartree lower. The value \(-2.1428\) therefore lies above the true second level, although the factor stays near \(1.9\). That is a constant factor and leaves the convergence rate unchanged.

### Error laws

Write the error of the upper bound as \(\varepsilon=E-E_0\), and define an energy-weighted mean excitation energy of the contamination in \(\psi\), in which each component counts by its share of \(\varepsilon\), for \(\varepsilon>0\), by

\[
\varepsilon=\int(\lambda-E_0)\,dp,\qquad
W=\frac{\int(\lambda-E_0)^2\,dp}{\int(\lambda-E_0)\,dp}. \tag{5}
\]

The variance about \(E\) equals the second moment about \(E_0\) minus the squared shift:

\[
\sigma^2=\int(\lambda-E_0)^2dp-\varepsilon^2=\varepsilon W-\varepsilon^2=\varepsilon(W-\varepsilon). \tag{6}
\]

Since \(E_0-E_T=\sigma^2/(\beta-E)-\varepsilon\), the two lower-bound errors are

\[
E_0-E_T=\varepsilon\left(\frac{W-\varepsilon}{\beta-E}-1\right), \tag{7}
\]

\[
E_0-(E-\sigma)=\sqrt{\varepsilon(W-\varepsilon)}-\varepsilon . \tag{8}
\]

These are identities. They show that the two bounds are slow for different reasons.

Weinstein's error contains \(\sqrt\varepsilon\). Even at constant \(W\), a hundredfold improvement of a small \(\varepsilon\) improves it about tenfold. The cause is that (1) uses only the distance to the spectrum and does not use the gap above \(E_0\).

Temple's error is proportional to \(\varepsilon\) at constant \(W\). For small \(\varepsilon\) the factor in (7) tends to \(W/(\beta-E_0)-1\), which exceeds 1 only if \(W>2(\beta-E_0)\) and vanishes for the two-state mixture with \(\beta=E_1\). Temple's error would then converge at least as fast as \(\varepsilon\). A slower rate requires \(W\) to grow as the basis improves. Such growth is possible because \(H\) is unbounded above: in (5) the energy error weights a component by its excitation energy, and the second moment weights it by the square.

Convergence of the upper bound alone does not even ensure convergence of the variance. Suppose the contamination has weight \(q=\Lambda^{-3/2}\) at excitation energy \(\Lambda\). As \(\Lambda\to\infty\), \(\varepsilon=q\Lambda=\Lambda^{-1/2}\) vanishes, but the second moment \(q\Lambda^2=\Lambda^{1/2}\) diverges. Whether the lower bounds converge, and how fast, depends on the basis.

### How the variance must be computed

In a finite orthonormal basis the Ritz method diagonalizes the matrix of \(H\). If \(P\) projects onto the basis, the Ritz vector obeys \(PH\psi=E\psi\). The residual is therefore

\[
(H-E)\psi=(1-P)H\psi ,
\]

and it lies wholly outside the basis. Squaring the matrix of \(H\) would replace \(\|H\psi\|^2\) by \(\|PH\psi\|^2=E^2\) and return zero variance for every Ritz vector. The integral \(\|H\psi\|^2\) must be evaluated with the true function \(H\psi\).

It is also better to integrate \(|(H-E)\psi|^2\) than to subtract \(E^2\) from \(\|H\psi\|^2\). With \(E^2\approx8.4\) and \(\sigma^2\approx6\times10^{-5}\) hartree\(^2\), the subtraction loses about five digits.

### One function, by hand

Take \(\psi=Ne^{-\alpha(r_1+r_2)}\). For each electron \(-\frac12\nabla^2e^{-\alpha r}=(-\alpha^2/2+\alpha/r)e^{-\alpha r}\), so

\[
H\psi=\left[-\alpha^2+(\alpha-Z)\left(\frac1{r_1}+\frac1{r_2}\right)+\frac1u\right]\psi .
\]

For \(\alpha=Z=2\) the nuclear singularities cancel, \(H\psi=(-4+1/u)\psi\), and the variance is that of \(1/u\).

One electron has the radial density \(4\alpha^3r^2e^{-2\alpha r}\). The charge inside \(r\) contributes \(1/r-e^{-2\alpha r}(1/r+2\alpha+2\alpha^2r)\) to its potential and the charge outside contributes \(e^{-2\alpha r}(2\alpha^2r+\alpha)\). The sum is \(1/r-(\alpha+1/r)e^{-2\alpha r}\). Averaging over the other electron gives

\[
\left\langle\frac1u\right\rangle=4\alpha^3\left(\frac1{4\alpha^2}-\frac1{32\alpha^2}-\frac1{16\alpha^2}\right)=\frac{5\alpha}8=1.25 .
\]

For the square, the average over the angle between the electrons is

\[
\overline{u^{-2}}=\frac1{2r_1r_2}\ln\frac{r_1+r_2}{|r_1-r_2|}.
\]

Set \(y=r_</r_>\), count both orderings, and integrate over \(r_>\) with \(\int_0^\infty r^3e^{-2\alpha r(1+y)}dr=6/[2\alpha(1+y)]^4\):

\[
\left\langle\frac1{u^2}\right\rangle=6\alpha^2\int_0^1\frac{y}{(1+y)^4}\ln\frac{1+y}{1-y}\,dy .
\]

The substitution \(z=(1-y)/(1+y)\) turns the integral into \(-\frac18\int_0^1(1-z^2)\ln z\,dz=\frac18(1-\frac19)=\frac19\). Thus \(\langle u^{-2}\rangle=2\alpha^2/3=2.6667\), and

\[
E=-4+1.25=-2.75,\qquad \sigma^2=2.6667-1.5625=1.1042 .
\]

Here \(\beta-E=0.25\), and Temple's bound is \(-2.75-1.1042/0.25=-7.167\) hartree. It is valid but useless, being lower than the energy \(-4\) without repulsion. Since \(\sigma=1.051>0.25\), Weinstein's value \(-3.801\) is not certified. A usable lower bound needs a small variance, and an energy in error by about 5 per cent does not supply it.

## 2. Hylleraas functions and the loss of convergence rate

### Symbols and results carried over

\(E\) is the variational energy, \(\sigma^2=\|(H-E)\psi\|^2\), \(\varepsilon=E-E_0\), and \(\beta=-2.5\) hartree lies at or below all of the singlet S spectrum except \(E_0\). Temple's bound is \(E_T=E-\sigma^2/(\beta-E)\) for \(E<\beta\). Weinstein's is \(E-\sigma\), certified if \(\sigma<\beta-E\). With \(W\) the energy-weighted mean excitation energy of the contamination, \(\sigma^2=\varepsilon(W-\varepsilon)\), and Temple's error is \(\varepsilon[(W-\varepsilon)/(\beta-E)-1]\). The question is how \(W\) behaves in a Hylleraas basis.

### Basis, Hamiltonian and integration

Let \(s=r_1+r_2\), \(t=r_1-r_2\) and \(u=r_{12}\). The basis consists of

\[
e^{-\alpha s}s^iu^kt^{2j},\qquad i+k+2j\le\Omega,\qquad \alpha=2\ \text{bohr}^{-1}.
\]

The spaces are nested, so \(E\) cannot rise with \(\Omega\). Laguerre products in \(s-u\), \(u+t\) and \(u-t\), symmetrized in the last two, span the same space and are better conditioned than monomials.

For a function \(F(r_1,r_2,u)\), \(\nabla_1F=F_1\hat{\mathbf r}_1+F_u\hat{\mathbf u}\), where subscripts denote derivatives and \(\hat{\mathbf u}=(\mathbf r_1-\mathbf r_2)/u\). The mixed derivative enters with twice the cosine

\[
\hat{\mathbf r}_1\cdot\hat{\mathbf u}=\frac{r_1^2-\mathbf r_1\cdot\mathbf r_2}{r_1u}=\frac{r_1^2-r_2^2+u^2}{2r_1u},
\]

because \(\mathbf r_1\cdot\mathbf r_2=(r_1^2+r_2^2-u^2)/2\). Electron 2 gives the same expression with the labels exchanged. Adding both Laplacians, with \(D=\nabla_1^2+\nabla_2^2\),

\[
\begin{aligned}
DF={}&F_{11}+\frac2{r_1}F_1+F_{22}+\frac2{r_2}F_2+2F_{uu}+\frac4uF_u\\
&+\frac{r_1^2-r_2^2+u^2}{r_1u}F_{1u}+\frac{r_2^2-r_1^2+u^2}{r_2u}F_{2u}. 
\end{aligned}\tag{9}
\]

For the logarithmic function introduced below, the resulting \(HF\) agrees with Cartesian finite differences at a test point.

The volume element is \(8\pi^2r_1r_2u\,dr_1dr_2du\). With \(r_1r_2=(s^2-t^2)/4\) and \(dr_1dr_2=\frac12ds\,dt\) it becomes \(\pi^2u(s^2-t^2)\,ds\,dt\,du\), on \(|t|\le u\le s\). Put \(u=sw\) and \(t=uv\), and use evenness in \(t\) to restrict \(v\) to \([0,1]\):

\[
d\tau=2\pi^2s^5w^2(1-w^2v^2)\,ds\,dw\,dv .
\]

The variance contains \(1/r_2^2=4/[s^2(1-wv)^2]\), which leaves a factor \(1/(1-wv)\) at the corner \(w=v=1\). Split the square into two triangles. In one set \(1-w=p\), \(1-v=pq\); in the other exchange \(w\) and \(v\). The Jacobian is \(p\), while \(1-wv=p(1+q-pq)\), so \(p\) cancels and the integrand is smooth. Gauss–Laguerre quadrature in \(s\) and Gauss–Legendre in \(p,q\) then suffice.

This part has derived Weinstein's and Temple's lower bounds, expressed their errors through \(\varepsilon\) and \(W\), and set up the Hylleraas basis and the integration of the variance. It remains to compute how \(W\) behaves as the basis grows, and to examine why the lower bounds converge more slowly than the upper bound.
